\section*{Cauchy coefficients from a one-term Sellmeier index, and their truncation error}

\section*{Problem}

In its transparent range, an oxide film is described by the one-term Sellmeier index
\begin{equation}
n^2(\lambda)=1+\frac{B\lambda^2}{\lambda^2-\lambda_0^2},\qquad B>0,\quad \lambda>\lambda_0 ,
\label{sell}
\end{equation}
where $\lambda$ is the vacuum wavelength, $\lambda_0$ the wavelength of a single ultraviolet resonance and $B$ its dimensionless strength. At long wavelength the index can be written as a Cauchy series,
\begin{equation}
n(\lambda)=A+\frac{B_c}{\lambda^2}+\frac{C_c}{\lambda^4}+\dots
\label{cauchy}
\end{equation}
The truncation error of the two-term formula is defined as Sellmeier minus Cauchy,
\begin{equation}
E(\lambda)=n(\lambda)-A-\frac{B_c}{\lambda^2}.
\label{err}
\end{equation}

\begin{enumerate}
\item Find $A$ and $B_c$, and also $C_c$, which controls the error.
\item Show that $E$ is positive and falls as $\lambda$ grows, so that it exceeds a given tolerance $\delta>0$ below one crossing wavelength $\lambda_c$ and nowhere above it. Estimate $\lambda_c$.
\item For an amorphous hafnium oxide film take the rough typical values $B=2.6$, $\lambda_0=130$ nm and a band gap of 5.7 eV. Find $\lambda_c$ numerically for $\delta=0.001$.
\item Compare the expansion with a two-term least-squares fit over 400 to 800 nm.
\item Estimate how the physics missing from (\ref{sell}) changes the conclusion.
\end{enumerate}

\section*{Solution}

\subsection*{1. The coefficients}

The small quantity is $x=\lambda_0^2/\lambda^2$. Dividing the numerator and denominator of (\ref{sell}) by $\lambda^2$ and using the geometric series, valid for $0<x<1$, gives
\begin{equation}
n^2=1+\frac{B}{1-x}=(1+B)+Bx+Bx^2+Bx^3+\dots
\end{equation}
Write $n=c_0+c_1x+c_2x^2+c_3x^3+\dots$ and square it:
\begin{equation}
n^2=c_0^2+2c_0c_1x+(2c_0c_2+c_1^2)x^2+(2c_0c_3+2c_1c_2)x^3+\dots
\end{equation}
The two series must agree power by power. The positive root is taken for $c_0$, because the index is positive:
\begin{align}
c_0&=\sqrt{1+B}, \qquad c_1=\frac{B}{2c_0}=\frac{B}{2\sqrt{1+B}},\\
c_2&=\frac{B-c_1^2}{2c_0}
=\frac{1}{2\sqrt{1+B}}\left[B-\frac{B^2}{4(1+B)}\right]
=\frac{B(4+3B)}{8(1+B)^{3/2}},\\
c_3&=\frac{B-2c_1c_2}{2c_0}.
\end{align}
Since $x=\lambda_0^2/\lambda^2$, each power of $x$ carries a factor $\lambda_0^2$ into the Cauchy coefficient:
\begin{equation}
A=\sqrt{1+B},\qquad
B_c=\frac{B\lambda_0^2}{2\sqrt{1+B}},\qquad
C_c=\frac{B(4+3B)\lambda_0^4}{8(1+B)^{3/2}} .
\label{abc}
\end{equation}
$A$ is the index far from the ultraviolet resonance, and $B_c$ measures the first trace of dispersion as that resonance is approached. For a weak resonance, $B\ll1$, the coefficients $c_1$ and $c_2$ both tend to $B/2$.

\subsection*{2. Sign, uniqueness and size of the error}

Knowing that $c_2>0$ settles the sign of $E$ only at very long wavelength. To cover the whole range, put (\ref{sell}) over one denominator and set $s=1/(1+B)$, so that $0<s<1$:
\begin{equation}
n^2=\frac{1+B-x}{1-x}=c_0^2\,\frac{1-sx}{1-x}.
\label{ratio}
\end{equation}
Take half the logarithm and differentiate with respect to $x$:
\begin{equation}
\frac{n'}{n}=\frac12\left[\frac{1}{1-x}-\frac{s}{1-sx}\right]
=\frac12\sum_{k=0}^{\infty}\left(1-s^{k+1}\right)x^k .
\end{equation}
Every coefficient on the right is positive. Multiplying by $n$ and comparing the coefficients of $x^{k-1}$ gives
\begin{equation}
k\,c_k=\sum_{j=1}^{k}\frac{1-s^j}{2}\,c_{k-j},\qquad k\ge1 .
\end{equation}
Because $c_0>0$, this makes $c_1$ positive, then $c_2$, and so on through the series. Therefore
\begin{equation}
E=c_2x^2+c_3x^3+\dots
\end{equation}
is positive and increases with $x$, which means that it falls as $\lambda$ grows. It tends to zero as $x\to0$ and diverges with $n$ as $x\to1$, so it passes through any $\delta>0$ once. The two-term formula always underestimates the Sellmeier index, and the error exceeds $\delta$ for $\lambda_0<\lambda<\lambda_c$.

Keeping the first term of $E$ gives $c_2x_0^2=\delta$, or
\begin{equation}
x_0=\sqrt{\frac{\delta}{c_2}},\qquad
\lambda_{\rm est}=\frac{\lambda_0}{\sqrt{x_0}}=\left(\frac{C_c}{\delta}\right)^{1/4}.
\label{est}
\end{equation}
The dropped terms are positive, so the true crossing has $x_c<x_0$, and $\lambda_{\rm est}$ is too short. To correct it, keep $c_3$ as well:
\begin{equation}
c_2x^2\left(1+\frac{c_3}{c_2}x\right)=\delta
\quad\Rightarrow\quad
x\simeq x_0\left(1-\frac{c_3x_0}{2c_2}\right).
\end{equation}
Since $\lambda=\lambda_0x^{-1/2}$, the relative correction is halved again and changes sign:
\begin{equation}
\lambda_c\simeq\lambda_{\rm est}\left(1+\frac{c_3x_0}{4c_2}\right).
\label{corr}
\end{equation}
The fourth root in (\ref{est}) makes the crossing insensitive to the tolerance: at leading order, a tolerance ten times tighter moves it outward by a factor $10^{1/4}\simeq1.78$.

\subsection*{3. The hafnium oxide film}

With $B=2.6$ and $\lambda_0^2=16900$ nm$^2$, equation (\ref{abc}) gives
\begin{align}
A&=\sqrt{3.6}=1.8974,\\
B_c&=\frac{2.6\times16900}{2\times1.89737}\ {\rm nm}^2=11579\ {\rm nm}^2=0.01158\ \mu{\rm m}^2,\\
C_c&=0.56145\times(130\ {\rm nm})^4=1.604\times10^8\ {\rm nm}^4 .
\end{align}
The two formulas then compare as follows.

\begin{center}
\begin{tabular}{cccc}
$\lambda$ (nm) & Sellmeier & Cauchy & $E$\\
400 & 1.97663 & 1.96974 & 0.00689\\
500 & 1.94641 & 1.94368 & 0.00272\\
600 & 1.93082 & 1.92953 & 0.00129\\
700 & 1.92169 & 1.92100 & 0.00069\\
1000 & 1.90911 & 1.90895 & 0.00016
\end{tabular}
\end{center}

The error passes 0.001 between 600 and 700 nm. The leading estimate is
\begin{equation}
\lambda_{\rm est}=\left(\frac{1.6036\times10^8}{0.001}\right)^{1/4}{\rm nm}=632.8\ {\rm nm}.
\end{equation}
With $x_0=0.04220$ and $c_3=0.48241$, equation (\ref{corr}) multiplies this by
\begin{equation}
1+\frac{0.48241\times0.04220}{4\times0.56145}=1.0091,
\end{equation}
which gives 638.5 nm. Solving $E(\lambda_c)=0.001$ numerically, by narrowing an interval over which $E-\delta$ changes sign, gives
\begin{equation}
\lambda_c=638.6\ {\rm nm},
\end{equation}
or a photon energy of 1.94 eV. The truncation error exceeds 0.001 at wavelengths shorter than about 639 nm, which includes most of the visible range.

The same crossing follows from a polynomial. At $\lambda_c$ the index equals $c_0+c_1x+\delta$; squaring this and using (\ref{ratio}) gives
\begin{equation}
(1-x)(c_0+c_1x+\delta)^2=1+B-x .
\end{equation}
For $0<x<1$ both $n$ and $c_0+c_1x+\delta$ are positive, so squaring adds no false root there. The root is $x=0.04144$. Substitution gives $0.95856\times(1.92676)^2=3.5586$ on the left and $3.6-0.04144=3.5586$ on the right.

The root $x_c$ depends on $B$ and $\delta$ but not on $\lambda_0$. At fixed $B$ and $\delta$ the crossing is thus proportional to the resonance wavelength, $\lambda_c=4.91\,\lambda_0$ here, and an uncertainty of 10 nm in $\lambda_0$ becomes one of 49 nm in $\lambda_c$. The decimals in 638.6 nm describe the stated parameters and not a real film.

If the term $C_c/\lambda^4$ is kept, the error starts with $c_3x^3$. Its leading estimate is $\lambda_0(c_3/\delta)^{1/6}\simeq364$ nm, and the numerical crossing is 371 nm. For these parameters, a third term brings the whole range above 371 nm within 0.001 of the Sellmeier index.

\subsection*{4. Expansion and fit}

The coefficients (\ref{abc}) describe the tangent to $n$, plotted against $1/\lambda^2$, at the point $1/\lambda^2=0$. A least-squares fit is a different straight line. Over 400 to 800 nm, with equally spaced wavelengths of equal weight, it gives
\begin{equation}
A_{\rm fit}=1.8954,\qquad B_{\rm fit}=12841\ {\rm nm}^2 .
\end{equation}
The slope is 11\% larger than $B_c$, and the intercept is 0.0020 smaller than $A$. Both signs follow from the positive coefficients $c_k$, which make $n$ a convex function of $1/\lambda^2$. Its slope inside the fitted range is larger than at the origin. The fitted line cuts the convex curve twice within the range and lies below it outside, including at $1/\lambda^2=0$.

Relative to the Sellmeier index, the largest error in this range is 0.0069 for the expansion and 0.0010 for the fit. The latter is reached at 400 nm and lies marginally above the tolerance; with points equally spaced in photon energy the fit stays within 0.0008 over the whole range. The crossing at 639 nm therefore belongs to the expansion coefficients and is not a limit on every two-term Cauchy formula. In return, fitted coefficients depend on the range and weights chosen, and $A_{\rm fit}$ is not the long-wavelength limit of (\ref{sell}).

\subsection*{5. What the single resonance leaves out}

\paragraph{Spread of the ultraviolet absorption.}
The model places all absorption at 130 nm, whereas a real film absorbs over a band that begins near its gap, here at $\lambda_g=217.5$ nm. Replace the single resonance by several, with positive strengths $B_j$ and squared wavelengths $t_j=\lambda_j^2$ between 0 and $\lambda_g^2$:
\begin{equation}
n^2=1+\sum_j\frac{B_j}{1-t_j/\lambda^2}
=1+\sum_jB_j+\frac{1}{\lambda^2}\sum_jB_jt_j+\dots
\end{equation}
$A$ and $B_c$ stay the same if $\sum_jB_j=B$ and $\sum_jB_jt_j=B\lambda_0^2$, that is, if the total strength and the mean of $t$ are held fixed. For $\lambda>\lambda_g$ the function $1/(1-t/\lambda^2)$ is convex in $t$. Its average is then at least its value at the mean, so the single resonance gives the smallest $n$ and the smallest error. The function also lies below the chord joining its end points, so the largest $n$ occurs when the strength is split between $t=0$ and $t=\lambda_g^2$. The share at the gap is fixed by the mean:
\begin{equation}
p=\frac{\lambda_0^2}{\lambda_g^2}=0.357 .
\end{equation}
With $y=\lambda_g^2/\lambda^2$, this extreme case reads
\begin{equation}
n^2=1+B(1-p)+\frac{Bp}{1-y}=(1+B)\,\frac{1-s'y}{1-y},\qquad s'=\frac{1+B(1-p)}{1+B}<1 ,
\end{equation}
which has the form of (\ref{ratio}), so its error also has a single crossing. It lies at 859 nm. For any such distribution with the same $A$, $B_c$ and gap, the crossing lies between 639 and 859 nm. These are bounds; locating the crossing between them requires the absorption spectrum. The upper one needs 36\% of the strength in a sharp line at the gap, and smooth bands stay far from it: Tauc--Lorentz bands with the same $A$, $B_c$ and gap and widths of 1 and 2 eV put the crossing at 651 and 664 nm. The upper bound also assumes no absorption below 5.7 eV; it moves to 904 nm for an onset at 5.2 eV, and the absorption tail of an amorphous film is not covered by it.

\paragraph{Lattice polarization.}
Infrared vibrations add a term to $n^2$. For one undamped oscillator of strength $\Delta\varepsilon$ at wavenumber $\nu_L$, and light of wavenumber $\nu=1/\lambda\gg\nu_L$,
\begin{equation}
\frac{\Delta\varepsilon}{1-(\nu/\nu_L)^2}\simeq-\Delta\varepsilon\,\nu_L^2\lambda^2 ,
\end{equation}
which lowers the index and grows with wavelength. With the rough values $\Delta\varepsilon=14$ and $\nu_L=300$ cm$^{-1}$, the index changes by $-0.0013$ at $\lambda_c$ and by $-0.0033$ at 1000 nm. Both changes exceed the tolerance in size. The truncated formula is too low because of the missing $C_c$ term and too high because of the missing lattice term, and the two errors partly cancel. Measured against the index that includes the lattice, it stays within 0.001 from about 540 to 710 nm. The two errors cancel near 610 nm; beyond that point a longer wavelength makes the agreement worse, and beyond 710 nm the tolerance is exceeded. The window depends strongly on the rough inputs: it is about 560 to 790 nm for $\nu_L=250$ cm$^{-1}$, 510 to 610 nm for $\nu_L=400$ cm$^{-1}$, and 690 to 820 nm if the extreme spread of ultraviolet absorption above is used. ``Long wavelength'' in (\ref{cauchy}) thus means long compared with $\lambda_0$, yet short enough for the lattice term to be negligible at the accuracy required. This estimate takes (\ref{sell}) as the electronic part alone; parameters fitted to measured indices would absorb some of the lattice term.

\paragraph{Voids.}
Let a fraction $q$ of the film volume be filled, and let the Lorentz--Lorenz ratio $(n^2-1)/(n^2+2)$ scale with $q$. For the dense film this ratio is $R=B/[B+3(1-x)]$. Solving for the porous film gives
\begin{equation}
n_q^2-1=\frac{3qR}{1-qR}=\frac{qB}{1-x+(1-q)B/3}=\frac{qB/D}{1-x/D},\qquad D=1+\frac{(1-q)B}{3}.
\end{equation}
This is again a one-term Sellmeier index, with strength $qB/D$ and squared resonance wavelength $\lambda_0^2/D$. For 5\% voids the strength is 2.37 and the resonance lies at 127.3 nm. At 638.6 nm the index falls by 0.065, which is 65 times the tolerance, but the crossing moves only to 617 nm. At 638.6 nm the truncation error stays between 0 and 0.001, so in absolute terms voids change it far less than they change the index itself. The Lorentz--Lorenz scaling describes a uniform loss of density. For 5\% of distinct empty pores in an oxide host, the Maxwell Garnett and Bruggeman rules give a smaller drop, about 0.046 to 0.047, and a crossing at 631 nm.

\paragraph{Temperature.}
A rough thermo-optic coefficient of $10^{-5}$ K$^{-1}$ and heating by 60 K change the index by about 0.0006, somewhat less than the tolerance.

\paragraph{Comparison with real films.}
Hafnium oxide films have a visible index of roughly 1.9 to 2.1, depending on density, and the model value of 1.95 at 500 nm lies in that range. The model also assumes an isotropic film, which suits amorphous material; the monoclinic crystal, for example, is birefringent. The spread of absorption moves the crossing outward, by at most 35\% for the assumed gap and by 2 to 4\% for the smooth bands above. The lattice term, with its rough parameters, moves the short-wavelength limit inward by 15\%, and 5\% voids move the crossing inward by 1 to 3\%, depending on the mixing rule. Agreement to 0.001 between the two formulas is therefore a statement about the formulas. Predicting the index of a particular film to that accuracy also requires its density and its lattice contribution, and, for the thermo-optic coefficient assumed above, its temperature to well within 100 K. The main values are listed in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS (rough typical values for a hafnium oxide film)
Sellmeier strength B = 2.60
resonance wavelength = 130.0 nm
gap = 5.70 eV, gap wavelength = 217.5 nm
index tolerance = 0.0010
CAUCHY COEFFICIENTS
A = 1.89737
Bc = 11579.2 nm^2 = 0.011579 um^2
Cc = 1.6036e+08 nm^4
c1, c2, c3 = 0.68516, 0.56145, 0.48241
INDEX TABLE: wavelength (nm), Sellmeier, Cauchy, difference
   300  2.04966  2.02602  0.02363
   400  1.97663  1.96974  0.00689
   500  1.94641  1.94368  0.00272
   600  1.93082  1.92953  0.00129
   700  1.92169  1.92100  0.00069
   800  1.91586  1.91546  0.00040
  1000  1.90911  1.90895  0.00016
CROSSING OF THE TOLERANCE
x0 of leading estimate = 0.04220
leading estimate = 632.8 nm
corrected estimate = 638.5 nm
numerical crossing = 638.6 nm = 1.942 eV
root of cubic x = 0.04144
crossing with third Cauchy term = 371.1 nm
LEAST-SQUARES FIT, 400 to 800 nm
fitted A = 1.89537, fitted Bc = 12840.6 nm^2
largest error of fit = 0.00100
largest error of expansion = 0.00689
NEGLECTED EFFECTS
upper bound on crossing, spread absorption = 859.4 nm
strength share at gap in that bound = 0.357
lattice strength = 14.0 (rough)
lattice wavenumber = 300 1/cm (rough)
lattice index change at crossing = -0.00133
lattice index change at 1000 nm = -0.00331
window within tolerance, lattice included = 542.0 to 709.4 nm
void fraction = 5.0 %
porous film B = 2.3674, resonance = 127.27 nm
void index change at crossing = -0.0652
crossing for porous film = 616.9 nm
thermo-optic coefficient = 1e-05 1/K (rough)
index change for 60 K heating = 0.00060
\end{verbatim}
